\section*{The Landau--Pekar polaron: trial functions, radial solution, stability and energy bounds, part 1}

(Sections cited here and not found follow in the second part.)

I am working through the strong-coupling Fr\"ohlich polaron. The exercise is to minimise the Landau--Pekar functional with an exponential and with a Gaussian trial function, to solve the radial problem numerically, and to find the ratios of the kinetic energy, the lattice energy, the electron eigenvalue and the interaction energy. I am stuck on four points.
\begin{enumerate}
\item Where does the factor $\tfrac12$ in front of the Coulomb self-energy come from, and why is it absent from the Schr\"odinger equation?
\item What are the two trial energies in units of $\alpha^2\hbar\omega$, and what does the radial solution give?
\item My optimised exponential already produces integer ratios between the four energies. Does that mean it solves the equation?
\item A radial code can only find spherical states. Is the result a minimum, and is it the polaron ground-state energy?
\end{enumerate}

\section*{Answer}

\subsection*{The functional and its factor $\tfrac12$}

The algebra is in atomic units ($\hbar=e=m_e=4\pi\epsilon_0=1$). The model is a parabolic band of mass $m$, one dispersionless LO phonon of frequency $\omega$, and a dielectric continuum without a short-wavelength cutoff. With the zero-point energy dropped and $\Omega$ the crystal volume,
\begin{equation}
H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega\,a^\dagger_{\mathbf q}a_{\mathbf q}
+\sum_{\mathbf q}\left(V_q a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad
|V_q|^2=\frac{2\pi\omega}{\kappa\,\Omega q^2},
\end{equation}
where $1/\kappa=1/\varepsilon_\infty-1/\varepsilon_0$. The coupling constant is $\alpha=\kappa^{-1}\sqrt{m/2\omega}$. Squaring it gives the conversion used throughout,
\begin{equation}
\frac{m}{\kappa^2}=2\alpha^2\omega .
\end{equation}

The Landau--Pekar assumption is a product state, a normalised electron function $\psi(\mathbf r)$ times a phonon state. Averaging $H$ over $\psi$ replaces $e^{i\mathbf q\cdot\mathbf r}$ by the form factor $\rho_{\mathbf q}=\int|\psi|^2e^{i\mathbf q\cdot\mathbf r}d^3r$ and $p^2/2m$ by $T=\int|\nabla\psi|^2d^3r/2m$. Each mode then sees a constant force. With $g_{\mathbf q}=V_q\rho_{\mathbf q}$, completing the square gives
\begin{equation}
\omega a^\dagger a+ga+g^*a^\dagger=\omega\left(a^\dagger+\frac{g}{\omega}\right)\left(a+\frac{g^*}{\omega}\right)-\frac{|g|^2}{\omega}.
\end{equation}
The first term is non-negative and vanishes on the coherent state $a|d\rangle=d|d\rangle$ with $d=-g^*/\omega$, so this state is the best phonon partner for the given $\psi$. In it the lattice energy per mode is $\omega|d|^2=|g|^2/\omega$ and the interaction energy is $gd+g^*d^*=-2|g|^2/\omega$. The program confirms both by diagonalising one displaced oscillator.

The mode sum becomes $\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$. The Fourier transform of $1/r$ is $4\pi/q^2$, as follows from $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, so the Coulomb self-integral is
\begin{equation}
J=\iint\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\rho_{\mathbf q}|^2 .
\end{equation}
Since $|V_q|^2/\omega$ carries $2\pi/\kappa$ where $J$ carries $4\pi$,
\begin{align}
E_{\rm lat}&=\sum_{\mathbf q}\frac{|V_q|^2|\rho_{\mathbf q}|^2}{\omega}=\frac{J}{2\kappa},\qquad E_{\rm int}=-2E_{\rm lat}=-\frac{J}{\kappa},\\
E[\psi]&=T+E_{\rm lat}+E_{\rm int}=T-\frac{J}{2\kappa}.
\end{align}
This is the origin of the factor $\tfrac12$: the electron gains $J/\kappa$ in the well, and half of that is spent on displacing the oscillators. The frequency has dropped out of $E[\psi]$. It survives in the mean phonon number $\sum|d_{\mathbf q}|^2=E_{\rm lat}/\omega$.

For spherical $\psi$ set $u=\sqrt{4\pi}\,r\psi$, so that $\int_0^\infty u^2dr=1$. The angular average of the Coulomb kernel is
\begin{equation}
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+r'^2-2rr'\mu}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac{1}{\max(r,r')},
\end{equation}
which gives the potential of the density and two forms of $J$,
\begin{equation}
\Phi(r)=\frac1r\int_0^ru^2dr'+\int_r^\infty\frac{u^2}{r'}dr',\qquad
J=\int_0^\infty\Phi u^2dr=\frac2\pi\int_0^\infty\rho_q^2\,dq .
\end{equation}
The last factor is $4\pi\cdot4\pi/(2\pi)^3=2/\pi$.

\subsection*{Dilation}

The dilation $\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)$ keeps the norm. A gradient squared scales as $\lambda^2$ and $1/|\mathbf r-\mathbf r'|$ as $\lambda$, so
\begin{equation}
E(\lambda)=\lambda^2T-\lambda\frac{J}{2\kappa},\qquad
\lambda_*=\frac{J}{4\kappa T},\qquad
E(\lambda_*)=\frac{J^2}{16\kappa^2T}-\frac{J^2}{8\kappa^2T}=-\frac{J^2}{16\kappa^2T}.
\label{eq:dil}
\end{equation}
A state already at its best scale has $\lambda_*=1$, that is
\begin{equation}
\frac{J}{\kappa}=4T .
\label{eq:vir}
\end{equation}
Measuring lengths in $a_P=\kappa/m$ turns $T$ into $\tilde T/(ma_P^2)$ and $J/\kappa$ into $\tilde J/(\kappa a_P)$, with $\tilde T,\tilde J$ dimensionless. Both prefactors equal $m/\kappa^2$. It is therefore enough to solve $m=\kappa=1$ and to double the energies to express them in $\alpha^2\omega$. The program tests this scaling by a separate solution with $m=1.5$, $\kappa=2$. As $\varepsilon_\infty\to\varepsilon_0$, $a_P$ diverges and the binding vanishes as $1/\kappa^2$.

\subsection*{Exponential trial state}

Take $\psi=(\pi a^3)^{-1/2}e^{-r/a}$, so $u^2=4r^2e^{-2r/a}/a^3$. Because $|\nabla\psi|=\psi/a$, $T=1/2ma^2$. Integration by parts gives the two pieces of $\Phi$,
\begin{align}
\int_0^ru^2dr'&=1-e^{-2r/a}\left(1+\frac{2r}{a}+\frac{2r^2}{a^2}\right),\\
\int_r^\infty\frac{u^2}{r'}dr'&=\frac{4}{a^3}e^{-2r/a}\left(\frac{ar}{2}+\frac{a^2}{4}\right)=e^{-2r/a}\left(\frac{2r}{a^2}+\frac1a\right).
\end{align}
When the first is divided by $r$ and added to the second, the terms $2r/a^2$ cancel and $-2/a+1/a=-1/a$, leaving $\Phi=1/r-e^{-2r/a}(1/r+1/a)$. With $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$,
\begin{equation}
J=\frac{4}{a^3}\left[\left(\frac a2\right)^2-\left(\frac a4\right)^2-\frac2a\left(\frac a4\right)^3\right]
=\frac4a\left[\frac{8}{32}-\frac{2}{32}-\frac{1}{32}\right]=\frac{5}{8a}.
\end{equation}
Condition \eqref{eq:vir} reads $5/(8a\kappa)=2/(ma^2)$, so $a=16a_P/5$, and \eqref{eq:dil} gives
\begin{equation}
E_{\exp}=-\frac{25}{64a^2}\cdot\frac{2ma^2}{16\kappa^2}=-\frac{25}{512}\frac{m}{\kappa^2}=-\frac{25}{256}\,\alpha^2\omega=-0.09766\,\alpha^2\omega .
\end{equation}
The mean square radius is $(4/a^3)\,4!\,(a/2)^5=3a^2$, an rms radius of $5.5426\,a_P$.

\subsection*{Gaussian trial state}

Take $\psi=(\pi b^2)^{-3/4}e^{-r^2/2b^2}$. The density $e^{-r^2/b^2}$ has variance $b^2/2$ per Cartesian direction, so $\langle r^2\rangle=3b^2/2$. Since $|\nabla\psi|^2=r^2\psi^2/b^4$, $T=\langle r^2\rangle/2mb^4=3/4mb^2$. The form factor is a product of three one-dimensional Gaussian transforms, each $e^{-q_i^2b^2/4}$, so $\rho_q=e^{-q^2b^2/4}$ and
\begin{equation}
J=\frac2\pi\int_0^\infty e^{-q^2b^2/2}dq=\frac2\pi\cdot\frac{\sqrt{2\pi}}{2b}=\sqrt{\frac2\pi}\,\frac1b .
\end{equation}
Condition \eqref{eq:vir} reads $\sqrt{2/\pi}/(b\kappa)=3/(mb^2)$, so $b=3\sqrt{\pi/2}\,a_P=3.7599\,a_P$, and
\begin{equation}
E_{\rm G}=-\frac{2}{\pi b^2}\cdot\frac{4mb^2}{3}\cdot\frac{1}{16\kappa^2}=-\frac{m}{6\pi\kappa^2}=-\frac{\alpha^2\omega}{3\pi}=-0.10610\,\alpha^2\omega .
\end{equation}
The rms radius is $\sqrt{3/2}\,b=4.6050\,a_P$. For both trial states the program evaluates $T$ and $J$ from their definitions on a grid, minimises numerically over the width, and recovers these widths and energies.

\subsection*{The Euler--Lagrange equation and the ratios}

Vary $E-\epsilon(\langle\psi|\psi\rangle-1)$ with respect to $\psi^*$. The integral $J$ contains the density twice, so $\delta J=2\int\Phi\,\delta|\psi|^2d^3r$, and this 2 cancels the $\tfrac12$:
\begin{equation}
-\frac{\nabla^2\psi}{2m}-\frac{\Phi}{\kappa}\psi=\epsilon\psi,\qquad\text{or}\qquad -\frac{u''}{2m}-\frac{\Phi}{\kappa}u=\epsilon u,\quad u(0)=u(\infty)=0 .
\label{eq:el}
\end{equation}
The electron feels the full well. Multiplying by $u$ and integrating gives $\epsilon=T-J/\kappa=T+E_{\rm int}$, so $E=\epsilon+E_{\rm lat}$. A solution of \eqref{eq:el} is stationary under every norm-preserving variation, dilation included, so \eqref{eq:vir} holds for it. Then $E_{\rm lat}=2T$, $E_{\rm int}=-4T$, $\epsilon=T-4T=-3T$, and
\begin{equation}
T:E_{\rm lat}:|\epsilon|:|E_{\rm int}|=1:2:3:4,\qquad E=T-2T=-T .
\end{equation}

Of the three ratios, $|E_{\rm int}|=2E_{\rm lat}$ holds for any $\psi$ once the phonons are optimised, and $T+E_{\rm int}$ is the expectation value $\langle H_\psi\rangle$ of $H_\psi=p^2/2m-\Phi/\kappa$ for any $\psi$. The only dynamical content is \eqref{eq:vir}, which needs nothing beyond an optimised scale. The integer ratios of the exponential therefore do not show that it solves \eqref{eq:el}. What distinguishes the nodeless solution is that $\langle H_\psi\rangle=-3T$ equals the lowest eigenvalue of $H_\psi$, which happens only when $\psi$ is the ground state of its own well. For the optimised exponential $\langle H_\psi\rangle=-0.2930\,\alpha^2\omega$, while the lowest level of its own well lies at $-0.3028\,\alpha^2\omega$. For the Gaussian the pair is $-0.3183$ and $-0.3205$. Neither is an eigenstate of its own well, which the program asserts, as it asserts that \eqref{eq:vir} fails at widths away from the optimum.

Within the product ansatz the numbers have a direct meaning. Removing the electron to the band bottom with the lattice frozen leaves $E_{\rm lat}$ behind and costs $E_{\rm lat}-E=-\epsilon=3T$. Removing it with the lattice relaxed costs $-E=T$.

Equation \eqref{eq:el} also fixes the shape at both ends; set $m=\kappa=1$. Near the origin $\psi''+2\psi'/r=-2(\epsilon+\Phi)\psi$ has a finite right side because $\Phi(0)=\int u^2/r\,dr$ is finite, so $\psi'(0)=0$: there is no cusp. At large $r$, $\Phi\to1/r$ up to exponentially small terms, and $y=u'/u$ obeys $y'+y^2=k^2-2/r$ with $k^2=-2\epsilon$. Inserting $y=-k+A/r+B/r^2$, the order $1/r$ gives $-2kA=-2$ and the order $1/r^2$ gives $-A+A^2-2kB=0$, so
\begin{equation}
\frac{u'}{u}=-k+\frac{1}{kr}+\frac{1}{2kr^2}\,\frac1k\left(\frac1k-1\right)+O(r^{-3}).
\label{eq:tail}
\end{equation}

\subsection*{Radial solution by self-consistency}

On the grid $r_i=ih$ inside a box of $40\,a_P$, replace $u''$ by the three-point difference and $\Phi_i$ by the trapezoid sum $h\sum_ju_j^2/\max(r_i,r_j)$. Given $u_n$, build $\Phi$, take the lowest eigenvector as $u_{n+1}$, and repeat. The energy cannot rise. Let $E[\psi,d]$ be the product-state energy before the phonons are optimised and $d_n$ the optimum for $\psi_n$. At fixed $d_n$ the electron problem is linear with Hamiltonian $H_{\psi_n}$, whose ground state is $\psi_{n+1}$, so
\begin{equation}
E[\psi_{n+1}]=\min_dE[\psi_{n+1},d]\le E[\psi_{n+1},d_n]\le E[\psi_n,d_n]=E[\psi_n].
\end{equation}
The program asserts this at every iteration, and also that both trial states lead to the same $u$.

The converged energies, formed as $T+E_{\rm lat}+E_{\rm int}$ with $T$ from differences, $E_{\rm lat}$ from the $q$-space integral and $E_{\rm int}$ from the trapezoid sum (on the grid the two evaluations of $J$ differ at order $h^2$), are $-0.10852039$ at $h=0.04\,a_P$ and $-0.10851470$ at $h=0.02\,a_P$, in $\alpha^2\omega$. They lie below the continuum limit, which is allowed, since the discretised sums are an approximation to $E[\psi]$ and not a restriction of it. Both discretisations have leading error $ch^2$, and halving $h$ quarters it, so Richardson extrapolation gives
\begin{equation}
E=\frac{4(-0.10851470)-(-0.10852039)}{3}\,\alpha^2\omega=-0.1085128\,\alpha^2\omega .
\end{equation}
The extrapolated parts are $T=0.1085128$ from differences, $E_{\rm lat}=0.2170256$ from the $q$-space integral of the numerical form factor, $\epsilon=-0.3255384$ from the diagonaliser and $E_{\rm int}=-0.4340512$ from the real-space potential. Their ratios are $1:2:3:4$ to the asserted $10^{-6}$, and the iteration never imposes \eqref{eq:vir}. With $\epsilon=-0.1627692\,m/\kappa^2$, $k=0.57056/a_P$; at $r=25\,a_P$ the computed $u'/u$ is $-0.4985/a_P$ against $-0.4986/a_P$ from \eqref{eq:tail}. The vanishing slope of $\psi$ at the origin is tested as well.

This part has derived the functional and its factor $\tfrac12$, shown that integer energy ratios do not prove that a trial function solves the equation, and found the two trial energies and the self-consistent radial value $-0.1085128\,\alpha^2\omega$. It remains to check that value by shooting, to test whether the solution is a minimum, to relate its energy to the true ground state, and to work through an example.
